# Localisation length of edge-disordered graphene ribbons from recursive slicing and averaged logarithms

A narrow graphene ribbon used as a transistor channel has imperfect edges. At low temperature, waves scattered by the missing edge atoms interfere and can localise the electrons. Ribbons much longer than the localisation length then transmit very differently, even at equal length and defect density: a few are nearly transparent, most are nearly opaque. A decay length taken from the mean transmission describes the few. This note gives a scheme for the length that describes a typical ribbon.

## Model and definition

The ribbon has armchair edges and $N$ rows of atoms along the current, with $N$ odd and at least 5. One $\pi$ orbital per atom has energy zero, and nearest neighbours are coupled by $-t$. Transport is coherent and spinless, and the leads are clean ribbons of the same width. Algebra is in atomic units, so $\hbar=1$; numbers are in eV and angstrom.

A cell of length $a$, three bond lengths, holds a left atom $L_j$ and a right atom $R_j$ in each row $j$. Inside the cell the bonds are $L_j$–$L_{j+1}$, $R_j$–$R_{j+1}$ and, for odd $j$, $L_j$–$R_j$. For even $j$, $R_j$ is bonded to $L_j$ of the next cell. Neighbouring cells therefore touch through only $m=(N-1)/2$ sites on each side, with coupling $V=-t$.

With probability $c$ a cell lacks the dimer $L_j$–$R_j$ of one edge row, either edge being equally likely. Each remaining neighbour loses one bond of three, so no atom is left with a single neighbour. Dangling bonds are taken as saturated, and relaxation is neglected.

For length $L$ the localisation length $\xi$ is defined by

$$\langle\ln T\rangle=-L/\xi+\text{const},\qquad L\to\infty .$$

A convention based on the decay of the amplitude instead of $T$ would give $2\xi$.

## Adding one slice

Let $h$ be the Hamiltonian of an isolated cell and $g=(E-h)^{-1}$. Its blocks between even-row sites are $g_{LL},g_{LR},g_{RL},g_{RR}$. For the part already built, including the left lead, let $F$ be the Green function on its right boundary $r$, and $P$ the propagator to $r$ from the left boundary of the first disordered cell, denoted 1.

Attach a cell. For a source on its right boundary, Dyson's equation gives

$$G_{rR}=FVG_{LR},\qquad G_{LR}=g_{LR}+g_{LL}VG_{rR}.$$

Eliminating $G_{LR}$ gives $G_{rR}=VDFg_{LR}$, with

$$D=(1-V^2Fg_{LL})^{-1}.$$

Since $G_{RR}=g_{RR}+g_{RL}VG_{rR}$, the new surface function is

$$F'=g_{RR}+V^2g_{RL}DFg_{LR}.$$

For a source at 1, $G_{r1}=P+FVG_{L1}$ and $G_{L1}=g_{LL}VG_{r1}$. Hence $G_{r1}=DP$ and

$$P'=Vg_{RL}DP.$$

In the first cell the source lies in the new cell itself. The same elimination gives $G_{RL}=g_{RL}(1+V^2DFg_{LL})=g_{RL}D$, because $D(1-V^2Fg_{LL})=1$. Starting with $P=1/V$ reproduces this, so the first cell needs no special code.

## Closing the ribbon

Let $F_L$ and $F_R$ be the surface functions of the isolated leads. The right lead adds the self-energy $\Sigma_R=V^2F_R$ to the last boundary. From $G=P+F\Sigma_RG$,

$$G=(1-V^2FF_R)^{-1}P.$$

For the transmission, take energy-normalised states $\chi_\nu$ of the isolated left lead. The incident part of each carries flux $1/2\pi$, since its squared amplitude is $1/(2\pi v)$ for velocity $v$. On the surface they satisfy $i(F_L-F_L^\dagger)=2\pi\sum_\nu\chi_\nu\chi_\nu^\dagger$. Each produces $\psi_\nu=GV\chi_\nu$ at the far end, where flux $\psi_\nu^\dagger\Gamma_R\psi_\nu$ leaves, with $\Gamma_{L,R}=iV^2(F_{L,R}-F_{L,R}^\dagger)$. Dividing by the incident flux and summing,

$$T=2\pi\sum_\nu\psi_\nu^\dagger\Gamma_R\psi_\nu=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger].$$

The lead surfaces follow from joining a clean block to a copy of itself. With $A=(1-V^2g_{RR}g_{LL})^{-1}$ and $B=(1-V^2g_{LL}g_{RR})^{-1}$, the elimination above gives the simultaneous replacements

$$g_{LL}\to g_{LL}+V^2g_{LR}g_{LL}Ag_{RL},\quad g_{RR}\to g_{RR}+V^2g_{RL}g_{RR}Bg_{LR},$$

$$g_{RL}\to Vg_{RL}Ag_{RL},\qquad g_{LR}\to Vg_{LR}Bg_{LR}.$$

A small imaginary energy $\eta$ damps the echo from the far end. After enough doublings $F_L=g_{RR}$ and $F_R=g_{LL}$. The numbers below use $\eta=10^{-7}$ eV and 36 doublings.

## Pseudocode

```
for each cell kind: invert E - h, store four m x m blocks
F_L, F_R = lead surfaces by doubling
for each ribbon:
    F = F_L;  P = identity / V
    for n = 1 ... n_max:
        draw cell kind, take its blocks
        D = inverse(1 - V^2 F g_LL)
        F, P = g_RR + V^2 g_RL D F g_LR,  V g_RL D P
        if n is a recorded length:
            G = inverse(1 - V^2 F F_R) P
            store ln Tr[Gamma_R G Gamma_L G^dagger]
s = [lnT(n1) - lnT(n2)] / (n2 - n1) for each ribbon
xi = a / mean(s)
standard error of mean(s) = std(s) / sqrt(ribbons)
```

The right lead is attached only to a temporary copy, so one growing ribbon supplies all recorded lengths. These values are correlated. Taking the difference ribbon by ribbon gives the correct error of the slope.

## Why the logarithm is the right variable

Consider one open channel and defects far enough apart that only the propagating wave connects them. Summing the reflections between a stretch with $T,R$ and a further defect with $T_1,R_1$ gives

$$T'=\frac{TT_1}{|1-\sqrt{RR_1}\,e^{i\theta}|^2}.$$

Assume that $\theta$ is uniformly random and independent of $T$. For $0\le z<1$,

$$\ln|1-ze^{i\theta}|^2=-2\sum_{k\ge1}\frac{z^k\cos k\theta}{k},$$

whose average is zero. Logarithms therefore add on average: after $n$ defects $\langle\ln T_n\rangle=n\ln T_1$, for weak and strong defects alike. With $c$ defects per cell,

$$\frac a\xi=-c\ln T_1 .$$

Deep in the localised regime $R\to1$, and each defect multiplies $T$ by $p=T_1/|1-\sqrt{R_1}e^{i\theta}|^2$. Squaring the series for $\ln p$ and using $\langle\cos^2k\theta\rangle=1/2$,

$$\langle(\ln p)^2\rangle=(\ln T_1)^2+2\,\mathrm{Li}_2(R_1),\qquad \mathrm{Li}_2(x)=\sum_{k\ge1}\frac{x^k}{k^2}.$$

A cell contributes $\ln p$ with probability $c$ and zero otherwise, so the variance of $\ln T$ grows per cell by $c\langle(\ln p)^2\rangle-c^2(\ln T_1)^2$. The mean and the variance both grow as $L$. The relative spread of $\ln T$ thus falls as $L^{-1/2}$, and $\exp\langle\ln T\rangle$ is a typical transmission on a logarithmic scale. The absolute spread of $\ln T$ still grows as $L^{1/2}$, so the transmission of a single long ribbon can differ from this value by orders of magnitude.

## What the mean transmission measures

Define $m(\mu)=\langle p^\mu\rangle$ and $z=\sqrt{R_1}$. The change of angle

$$e^{i\theta'}=\frac{e^{i\theta}-z}{1-ze^{i\theta}}$$

has $d\theta'/d\theta=(1-z^2)/|1-ze^{i\theta}|^2=p$. Its inverse gives $1/p=T_1/|1+ze^{i\theta'}|^2$. Therefore

$$m(\mu)=\int\frac{d\theta'}{2\pi}\,p^{\mu-1}=m(1-\mu),$$

since a shift of $\theta'$ by $\pi$ turns the plus sign into a minus. In particular $m(1)=m(0)=1$. Because $m''(\mu)=\langle p^\mu(\ln p)^2\rangle>0$, the minimum is at $\mu=1/2$.

To evaluate it, expand $(1-ze^{i\theta})^{-1/2}=\sum_k a_kz^ke^{ik\theta}$ with $a_k=\binom{2k}{k}4^{-k}$. Multiplying by the complex conjugate and averaging,

$$m(\tfrac12)=\sqrt{T_1}\sum_{k\ge0}a_k^2R_1^k=\frac2\pi\sqrt{T_1}\,K(R_1),$$

where $K$ is the complete elliptic integral of the first kind with parameter $R_1$.

At finite $R$ the series contains $(RR_1)^k\le R_1^k$. One more defect therefore reduces $\langle\sqrt T\rangle$ at least by the factor $m(1/2)$. Since $T\le\sqrt T$ for one channel,

$$\langle T_n\rangle\le m(\tfrac12)^n.$$

This bound also sets the asymptotic rate, by the following argument, which is not a proof. Weight each history by $\sqrt p$ per defect. Because $m'(1/2)=0$, $\ln T$ then performs a walk without drift. Weight is lost near $T=1$, and the mean of $T$ needs walks that end there. Such returns to an absorbing wall have probability proportional to $n^{-3/2}$, so $\langle T_n\rangle\propto n^{-3/2}m(1/2)^n$.

For weak defects, $R_1\ll1$, we have $\sqrt{T_1}\approx1-R_1/2$ and $2K/\pi\approx1+R_1/4$, so $-\ln m(1/2)\approx R_1/4$. The typical rate is $-\ln T_1\approx R_1$. The mean transmission then decays asymptotically at one quarter of the typical rate.

Correcting the mean by assuming a log-normal $T$ does not help. In the weak limit the variance per defect is $2R_1$, so the estimate $\exp(\text{mean}+\text{variance}/2)$ has exponent $-R_1+R_1=0$ and predicts no decay. It counts values $T>1$, which one channel forbids.

## A second route to $\xi$

Let $\psi_R^-$ be the wave on the right boundary of the previous cell and $\psi_L^+$ that on the left boundary of the next. The cell equations are

$$\psi_L=V(g_{LL}\psi_R^-+g_{LR}\psi_L^+),\qquad \psi_R=V(g_{RL}\psi_R^-+g_{RR}\psi_L^+).$$

Solving the first for $\psi_L^+$ and inserting it in the second gives a transfer matrix from $(\psi_R^-,\psi_L)$ to $(\psi_R,\psi_L^+)$. Current conservation pairs its growth exponents as $\pm\gamma_i$. Traced back from the exit, outgoing solutions grow as $e^{\gamma_in}$. Fixing the incident amplitude divides by this growth, and the smallest positive exponent $\gamma$ survives. Hence $T\sim e^{-2\gamma n}$ and $a/\xi=2\gamma$, also with several channels. Numerically, propagate $m$ orthonormal vectors, restore orthogonality by QR factorisation every few cells, and average the logarithm of the last diagonal element of the triangular factor.

## Worked example

Take $N=7$, $t=2.7$ eV, bond length 1.42 angstrom and $c=0.05$. These are round model parameters. In this model the first two subbands start at 0.63 and 1.12 eV, so 0.9 eV means a degenerately filled channel not far below the second subband. Nearest-neighbour hopping without edge relaxation or electron interactions underestimates the gap of real seven-row ribbons, and real edges carry other defects, so the numbers illustrate the method and do not predict a device. The cell length is $a=4.26$ angstrom. At $E=0.9$ eV one channel is open; at 1.6 eV there are two.

As a reference for a new implementation, take six cells: first-row dimer missing, clean, last-row dimer missing, clean, clean, first-row dimer missing. The transmission is 0.013700 at 0.9 eV and 0.659355 at 1.6 eV.

The remaining numbers are for 0.9 eV. Slicing 3000 random ribbons gives:

| cells | $\langle\ln T\rangle$ | $\ln\langle T\rangle$ | variance of $\ln T$ |
|---:|---:|---:|---:|
| 40 | −3.470 | −1.497 | 8.84 |
| 100 | −8.688 | −3.368 | 25.06 |
| 160 | −13.812 | −4.813 | 42.09 |

Between 40 and 160 cells the logarithmic slope is $(13.812-3.470)/120=0.0862$ per cell, with standard error 0.0009. Thus

$$\xi=4.26/0.0862=49.4\pm0.5\ \text{angstrom}\quad(93.4\ \text{bohr}).$$

The slopes of the two halves, 0.0870 and 0.0854, differ by about one standard error of their difference. The transfer-matrix route, with 400 chains of 2000 cells after 400 discarded cells, gives $2\gamma=0.0885\pm0.0006$, or $\xi=48.1$ angstrom. The slicing slope is 2.6 percent below the transfer-matrix rate, about two combined standard errors. The gap is a fluctuation of this set of 3000 ribbons: with 60000 ribbons the slope is $0.0885\pm0.0002$. So $\xi=48.1$ angstrom is the better value, and the table entries carry the same fluctuation.

The mean transmission gives $(4.813-1.497)/120=0.0276$ per cell, an apparent length of 154 angstrom, 3.1 times $\xi$, with a sampling error of about 4 percent judging by the batch scatter given below. At 160 cells the typical transmission is $1.0\times10^{-6}$ and the mean is $8.1\times10^{-3}$. Half of the mean comes from 19 ribbons of 3000, which therefore transmit about $0.5\times3000\times0.0081/19\approx0.64$ on average. Fewer than one defect-free ribbon is expected, since $3000\times0.95^{160}\approx0.8$, so most of the 19 contain defects. In batches of 100 ribbons the slope scatters by 6 percent of its mean for $\langle\ln T\rangle$ and by 23 percent for $\ln\langle T\rangle$. The log-normal estimate of $\ln\langle T\rangle$ is $-13.81+42.09/2=7.2$, an impossible transmission above one.

A single missing dimer has $T_1=0.186$, so these are strong scatterers. The dilute formula gives $a/\xi=0.05\times1.683=0.0842$, or 50.6 angstrom. The transfer-matrix rate is 5 percent higher. At $c=0.01$ the excess is 3 percent with a standard error of 1.6 percent, so these data do not resolve how it depends on $c$. Non-uniform phases and evanescent coupling between close defects are possible causes; this is a conjecture. The variance grows by 0.277 per cell, against 0.245 from the dilute formula.

For the mean, $m(1/2)=0.629$ gives the asymptotic rate $-\ln(1-c+c\,m(1/2))=0.0187$ per cell, well below the fitted 0.0276. The ribbons contain on average only 2 to 8 defects over the fitted range, too few for the asymptotic law, whose power-law prefactor also steepens the slope. Iterating the phase-averaged composition law numerically and averaging over the binomial number of defects gives $\ln\langle T\rangle=-5.00$ at 160 cells, against the sampled $-4.81$. With so few ribbons carrying the mean, a difference of this size is consistent with sampling error.

## Cost, stability and failure modes

A slice costs a fixed number of $m\times m$ products and one inversion, so the work is proportional to $m^3$ times cells times ribbons. Storage per ribbon is two $m\times m$ matrices. Direct inversion of a ribbon of $n$ cells would cost of order $(2Nn)^3$.

The recursion carries a surface response and a decaying propagator, not a product of growing solutions. Its limits and those of the estimator are these:

- **Underflow.** In double precision $T$ is lost near $\ln T\approx-700$. For longer ribbons, rescale $P$ and keep the logarithm of the scale.
- **Cell resonances.** If $E$ is an eigenvalue of an isolated cell, $g$ diverges although the joined ribbon may be regular. Shift $E$ slightly or cut the cells elsewhere. If missing atoms are kept as decoupled orbitals at zero energy, $E=0$ must be avoided.
- **Lead damping.** The product of $\eta$ and the number of cells in the doubled block must be several times the group velocity per cell, $v/a$, of every open channel. This velocity is of order $t$ or smaller, so a product well above $t$ is safe. At the same time $\eta$ must stay far below the distance to a band edge.
- **Singular transfer matrix.** The two halves of a cell are joined by $m+1$ dimer bonds. If both edge dimers are missing, $m-1$ remain, $g_{LR}$ loses rank and cannot be inverted. Slicing does not need that inverse.
- **Fit window.** With several channels the slope of $\langle\ln T\rangle$ can change with length in ribbons shorter than a few $\xi$, and with many channels there may first be a diffusive range. Compare slopes from separate windows.
- **Physics outside the model.** A dephasing length shorter than $\xi$ removes the localisation computed here. Thermal averaging over energy mixes values of $T$, not of $\ln T$, and can again favour rare transparent energies.

The mean transmission remains the right quantity for the average current of many coherent ribbons in parallel at small bias and low temperature. For the length scale of one typical ribbon, average the logarithm.
